# Fitting Cubic Landau Coefficients: Why Eighth Order Needs Off-Axis Information: test program

```python
"""
Result under test: energy curves along [100], [110], [111] determine every
coefficient of a sixth-order cubic Landau polynomial, but leave one combination
of an eighth-order polynomial free. The free polynomial is
    N = uv(u-v)^2 + vw(v-w)^2 + wu(w-u)^2,
which vanishes only on those axis families, so any other direction completes
the fit.
Symbols: p = P/P0 (scaled polarization), u,v,w = squares of its components,
f = energy density in J/cm3, coefficients a... in J/cm3 (they multiply powers
of p), s = |p|^2. Note 1 J/cm3 = 1 MV/cm * 1 uC/cm2.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar

NAMES = ["a1", "a11", "a12", "a111", "a112", "a123",
         "a1111", "a1112", "a1122", "a1123"]
AXES = [(1, 0, 0), (1, 1, 0), (1, 1, 1)]


def invariants(u, v, w):
    return [u + v + w,
            u**2 + v**2 + w**2, u*v + v*w + w*u,
            u**3 + v**3 + w**3,
            u**2*(v + w) + v**2*(w + u) + w**2*(u + v), u*v*w,
            u**4 + v**4 + w**4,
            u**3*(v + w) + v**3*(w + u) + w**3*(u + v),
            u**2*v**2 + v**2*w**2 + w**2*u**2, u*v*w*(u + v + w)]


def null_poly(u, v, w):
    return u*v*(u - v)**2 + v*w*(v - w)**2 + w*u*(w - u)**2


def unit_squares(hkl):
    total = sum(h*h for h in hkl)
    return [sp.Rational(h*h, total) for h in hkl]


def exact_design(samples, count):
    """samples: list of (direction, s); exact rational matrix."""
    return sp.Matrix([invariants(*[s*c for c in unit_squares(d)])[:count]
                      for d, s in samples])


def shells(directions, number):
    return [(d, sp.Integer(k)) for d in directions for k in range(1, number + 1)]


# Number of invariants from the 48 cubic operations (symmetric-power characters)
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        group.append(np.diag(signs) @ np.eye(3)[list(perm)])
counts = np.zeros(9)
for g in group:
    traces = [np.trace(np.linalg.matrix_power(g, k)) for k in range(9)]
    h = [1.0]
    for n in range(1, 9):
        h.append(sum(traces[k]*h[n - k] for k in range(1, n + 1))/n)
    counts += np.array(h)/len(group)
assert np.allclose(counts[[2, 4, 6, 8]], [1, 2, 3, 4])

# Exact ranks, including too few shared amplitudes and minimal sampling
rank6 = exact_design(shells(AXES, 3), 6).rank()
rank6_two = exact_design(shells(AXES, 2), 6).rank()
matrix8 = exact_design(shells(AXES, 6), 10)
rank8 = matrix8.rank()
rank8_four = exact_design(shells(AXES + [(1, 1, 3)], 4), 10).rank()
rank8_three = exact_design(shells(AXES + [(1, 1, 3)], 3), 10).rank()
assert (rank6, rank6_two, rank8, rank8_four, rank8_three) == (6, 5, 9, 10, 9)
minimal6 = shells(AXES[:1], 3) + shells(AXES[1:2], 2) + shells(AXES[2:], 1)
minimal8 = (shells(AXES[:1], 4) + shells(AXES[1:2], 3) + shells(AXES[2:], 2)
            + shells([(1, 1, 3)], 1))
assert exact_design(minimal6, 6).rank() == len(minimal6) == 6
assert exact_design(minimal8, 10).rank() == len(minimal8) == 10

# The null vector found by elimination is the polynomial N
U, V, W = sp.symbols("u v w")
kernel = matrix8.nullspace()
assert len(kernel) == 1
null_vec = kernel[0]/kernel[0][7]
from_kernel = sum(c*q for c, q in zip(null_vec, invariants(U, V, W)))
assert sp.expand(from_kernel - null_poly(U, V, W)) == 0

# Four-direction determinant is a nonzero constant times N
axis_block = [invariants(*unit_squares(d))[6:] for d in AXES]
det_general = sp.Matrix(axis_block + [invariants(U, V, W)[6:]]).det()
det_factor = sp.cancel(det_general/null_poly(U, V, W))
assert det_factor.is_number and det_factor != 0
tested_directions = 0
for d in itertools.product(range(7), repeat=3):
    if d[0] >= d[1] >= d[2] and d[0] > 0:
        on_axis = len({h for h in d if h}) == 1
        block = sp.Matrix(axis_block + [invariants(*unit_squares(d))[6:]])
        assert block.rank() == (3 if on_axis else 4)
        tested_directions += 1

# Fields on the axes miss N; a transverse stiffness there sees it
X, Y, Z = sp.symbols("x y z")
null_xyz = null_poly(X**2, Y**2, Z**2)
for d in AXES:
    assert all(sp.diff(null_xyz, q).subs(dict(zip((X, Y, Z), d))) == 0
               for q in (X, Y, Z))
stiff_row = sp.Matrix([[sp.diff(q, Y, 2).subs({X: 1, Y: 0, Z: 0})
                        for q in invariants(X**2, Y**2, Z**2)]])
rank_stiff = matrix8.col_join(stiff_row).rank()
assert rank_stiff == 10

# Best direction: scan of the whole sphere against the stationary root
theta = np.linspace(0, np.pi/2, 1201)[:, None]
phi = np.linspace(0, np.pi/2, 1201)[None, :]
scan = null_poly((np.sin(theta)*np.cos(phi))**2,
                 (np.sin(theta)*np.sin(phi))**2, np.cos(theta)**2 + 0*phi)
t_best = (13 - np.sqrt(73))/48
n_best = null_poly(t_best, t_best, 1 - 2*t_best)
assert abs(scan.max() - n_best) < 1e-5

# Worked example: round model parameters
P0 = 30.0                     # uC/cm2
cell_edge = 0.4               # nm
noise = 0.02                  # J/cm3
true = np.array([-40, 10, 22, 4, 12, 24, 2, -8, 44, 24], float)
amplitudes = np.linspace(0.1, 1.3, 13)
to_mev = 1e6*(cell_edge*1e-9)**3/const.e*1e3   # J/cm3 -> meV per cell


def energy(p, a):
    return float(np.dot(a, invariants(*(np.asarray(p, float)**2))))


def unit(d):
    return np.array(d, float)/np.linalg.norm(d)


def design(directions):
    return np.array([invariants(*((r*unit(d))**2))
                     for d in directions for r in amplitudes])


def field(p, a, step=1e-5):
    """Electric field in MV/cm by central differences."""
    return np.array([(energy(p + step*e, a) - energy(p - step*e, a))/(2*step)
                     for e in np.eye(3)])/P0


def ground_state(a):
    rng_start = np.random.default_rng(5)
    best = min((minimize(energy, rng_start.uniform(0.1, 1.0, 3), args=(a,),
                         method="BFGS") for _ in range(16)), key=lambda r: r.fun)
    return np.sort(np.abs(best.x)), best.fun


# Order-by-order inversion, starting from separate fits of noise-free curves
radial = {}
powers = amplitudes[:, None]**np.array([2, 4, 6, 8])
for d in AXES + [(1, 1, 3)]:
    curve = np.array([energy(r*unit(d), true) for r in amplitudes])
    radial[d] = np.linalg.lstsq(powers, curve, rcond=None)[0]
(A1, B1, C1, D1), (A2, B2, C2, D2), (A3, B3, C3, D3) = [radial[d] for d in AXES]
assert abs(3*B3 - (4*B2 - B1)) < 1e-6
pair_sum = 16*D2 - 2*D1
a1123 = 27*D3 - 16*D2 + D1
q113 = unit((1, 1, 3))**2
d_zero = np.dot([D1, 0, pair_sum, a1123], invariants(*q113)[6:])
a1112 = (radial[(1, 1, 3)][3] - d_zero)/null_poly(*q113)
inverted = [A1, B1, 4*B2 - 2*B1, C1, 4*C2 - C1, 27*C3 - 24*C2 + 3*C1,
            D1, a1112, pair_sum - 2*a1112, a1123]
assert np.allclose(inverted, true, atol=1e-5)

# Noisy fits: three axes only, then with [113]
rng = np.random.default_rng(11)
X4 = design(AXES + [(1, 1, 3)])
data = X4 @ true + noise*rng.standard_normal(len(X4))
n_axis = 3*len(amplitudes)
X3, data3 = X4[:n_axis], data[:n_axis]
min_norm, _, rank_num, _ = np.linalg.lstsq(X3, data3, rcond=1e-10)
assert rank_num == 9
null_num = np.array(null_vec, float).ravel()
assert np.max(np.abs(X3 @ (100*null_num))) < 1e-9
rms3 = np.sqrt(np.mean((X3 @ min_norm - data3)**2))
six = np.linalg.lstsq(X3[:, :6], data3, rcond=None)[0]
rms_six = np.sqrt(np.mean((X3[:, :6] @ six - data3)**2))
assert rms3 < 1.5*noise and rms_six > 2*noise
fit = np.linalg.lstsq(X4, data, rcond=1e-10)[0]
rms4 = np.sqrt(np.mean((X4 @ fit - data)**2))


def standard_errors(matrix):
    return noise*np.sqrt(np.diag(np.linalg.inv(matrix.T @ matrix)))


errors = standard_errors(X4)
assert np.all(np.abs(fit - true) < 5*errors)
trials = np.linalg.pinv(X4) @ (noise*rng.standard_normal((len(X4), 4000)))
assert np.allclose(trials.std(axis=1), errors, rtol=0.06)  # sampling scatter
choices = [(1, 1, 3), (2, 1, 0), (1, 1, 2), (2, 2, 1)]
choice_error = {d: standard_errors(design(AXES + [d]))[7] for d in choices}
assert max(choice_error, key=choice_error.get) == (2, 2, 1)

# Ground states and transverse stiffness at p = (1,0,0)
g_true, e_true = ground_state(true)
g_fit, e_fit = ground_state(fit)
g_min, e_min = ground_state(min_norm)
assert abs(g_true[0] - g_true[1]) < 1e-3 and 0.05 < g_true[0] < g_true[2] - 0.05
assert np.max(np.abs(g_fit - g_true))*P0 < 1.0
assert g_min[1] < 1e-3 and g_min[2] > 0.9


def stiffness(a):
    return 2*(a[0] + a[2] + a[4] + a[7])


for a in (true, min_norm):
    h = 1e-3
    numeric = (energy([1, h, 0], a) - 2*energy([1, 0, 0], a)
               + energy([1, -h, 0], a))/h**2
    assert abs(numeric - stiffness(a)) < 1e-3
assert stiffness(true) < 0 < stiffness(min_norm)

# Fields: parallel to P on the axes, not on [113]
for d in AXES:
    e_vec = field(1.2*unit(d), true)
    assert np.linalg.norm(np.cross(e_vec, unit(d))) < 1e-6
e113 = field(unit((1, 1, 3)), true)
e_par = e113 @ unit((1, 1, 3))
e_perp = np.linalg.norm(e113 - e_par*unit((1, 1, 3)))
assert e_perp > 1e-3
r_fine = np.linspace(0.01, 1.0, 400)
coercive = max(-field(np.array([r, 0, 0]), true)[0] for r in r_fine)
e_top = field(np.array([amplitudes[-1], 0, 0]), true)[0]

# Neglected effects, propagated through the same least-squares fit
solve = np.linalg.pinv(X4)
directions = np.array([unit(d)*r for d in AXES + [(1, 1, 3)] for r in amplitudes])
s_all = (directions**2).sum(axis=1)
tenth = -8.0                  # J/cm3, coefficient of s*N
bias_tenth = (solve @ (tenth*s_all*null_poly(*(directions**2).T)))[7]
Q_rough, C_rough = 0.1, 200e9 # m4/C2 and Pa, rough perovskite sizes
strain = Q_rough*(P0*1e-2)**2
elastic = 0.5*C_rough*strain**2/1e6
clamped = np.where(np.arange(len(X4)) >= n_axis, elastic*s_all**2, 0.0)
bias_clamped = (solve @ clamped)[7]
thermal = const.k*300/const.e*1e3

print(f"invariants at orders 2,4,6,8: {np.rint(counts[[2,4,6,8]]).astype(int)}")
print(f"sixth order, 3 axes: rank {rank6} of 6 (2 shared amplitudes: {rank6_two})")
print(f"eighth order, 3 axes: rank {rank8} of 10")
print(f"eighth order, axes + [113]: rank {rank8_four} (3 amplitudes: {rank8_three})")
print(f"eighth order, axes + one transverse stiffness: rank {rank_stiff}")
print(f"null vector (a1111,a1112,a1122,a1123): {list(null_vec[6:])}")
print(f"determinant / N = {det_factor}; directions tested: {tested_directions}")
print(f"best t = {t_best:.5f}, pz/px = {np.sqrt((1-2*t_best)/t_best):.3f}, "
      f"N max = {n_best:.5f}")
print(f"P0 = {P0:.0f} uC/cm2, cell edge = {cell_edge} nm, noise = {noise} J/cm3")
print(f"amplitudes per curve: {len(amplitudes)}, p = {amplitudes[0]:.1f} "
      f"to {amplitudes[-1]:.1f}")
print(f"1 J/cm3 = {to_mev:.4f} meV per cell")
print("coefficient: true, fit with [113], standard error, min-norm 3 axes (J/cm3)")
for name, a, b, c, m in zip(NAMES, true, fit, errors, min_norm):
    print(f"  {name:6s} {a:7.1f} {b:9.3f} {c:8.3f} {m:9.3f}")
print(f"fitted a1112 in SI = {fit[7]*1e6/(P0*1e-2)**8:.3e} J m^13/C^8")
print(f"rms residual: 3 axes 8th {rms3:.4f}, 3 axes 6th {rms_six:.4f}, "
      f"with [113] {rms4:.4f} J/cm3")
for d in choices:
    print(f"fourth direction {d}: N = {null_poly(*(unit(d)**2)):.5f}, "
          f"error of a1112 = {choice_error[d]:.3f} J/cm3")
for d in AXES + [(1, 1, 3)]:
    low = minimize_scalar(lambda r: energy(r*unit(d), true), bounds=(0.3, 1.6),
                          method="bounded")
    print(f"true curve {d}: minimum {low.fun:.3f} J/cm3 at {low.x*P0:.2f} uC/cm2")
for label, g, e in [("true", g_true, e_true), ("fit with [113]", g_fit, e_fit),
                    ("min-norm 3 axes", g_min, e_min)]:
    print(f"ground state, {label}: P = ({g[0]*P0:.2f}, {g[1]*P0:.2f}, "
          f"{g[2]*P0:.2f}) uC/cm2, f = {e:.3f} J/cm3")
print(f"transverse stiffness at p=(1,0,0): true {stiffness(true):.2f}, "
      f"min-norm {stiffness(min_norm):.2f} J/cm3")
print(f"field on [113] at p=1: parallel {e_par:.4f}, transverse {e_perp:.4f} MV/cm")
print(f"[100] intrinsic switching field {coercive:.3f} MV/cm; "
      f"field at largest p {e_top:.2f} MV/cm")
print(f"tenth-order term {tenth:.0f} J/cm3 * s*N shifts a1112 by {bias_tenth:.2f} J/cm3")
print(f"rough Q = {Q_rough} m4/C2, C = {C_rough/1e9:.0f} GPa: strain {100*strain:.2f} %, "
      f"elastic energy {elastic:.2f} J/cm3")
print(f"[113] clamped, axes free: a1112 shifts by {bias_clamped:.1f} J/cm3")
print(f"well depth {-e_true*to_mev:.2f} meV per cell; kT at 300 K = {thermal:.2f} meV")
print("all assertions hold")
```

Running it gives:

```
invariants at orders 2,4,6,8: [1 2 3 4]
sixth order, 3 axes: rank 6 of 6 (2 shared amplitudes: 5)
eighth order, 3 axes: rank 9 of 10
eighth order, axes + [113]: rank 10 (3 amplitudes: 9)
eighth order, axes + one transverse stiffness: rank 10
null vector (a1111,a1112,a1122,a1123): [0, 1, -2, 0]
determinant / N = 1/432; directions tested: 83
best t = 0.09283, pz/px = 2.962, N max = 0.07871
P0 = 30 uC/cm2, cell edge = 0.4 nm, noise = 0.02 J/cm3
amplitudes per curve: 13, p = 0.1 to 1.3
1 J/cm3 = 0.3995 meV per cell
coefficient: true, fit with [113], standard error, min-norm 3 axes (J/cm3)
  a1       -40.0   -39.993    0.051   -39.988
  a11       10.0     9.927    0.181     9.958
  a12       22.0    21.866    0.412    21.862
  a111       4.0     4.096    0.202     4.041
  a112      12.0    12.161    0.577    12.092
  a123      24.0    25.868    1.770    25.819
  a1111      2.0     1.968    0.067     1.990
  a1112     -8.0    -8.032    0.225    11.174
  a1122     44.0    43.844    0.393     5.587
  a1123     24.0    23.013    1.007    23.096
fitted a1112 in SI = -1.224e+11 J m^13/C^8
rms residual: 3 axes 8th 0.0151, 3 axes 6th 0.1063, with [113] 0.0154 J/cm3
fourth direction (1, 1, 3): N = 0.07868, error of a1112 = 0.225 J/cm3
fourth direction (2, 1, 0): N = 0.05760, error of a1112 = 0.225 J/cm3
fourth direction (1, 1, 2): N = 0.05556, error of a1112 = 0.223 J/cm3
fourth direction (2, 2, 1): N = 0.01097, error of a1112 = 0.318 J/cm3
true curve (1, 0, 0): minimum -24.000 J/cm3 at 30.00 uC/cm2
true curve (1, 1, 0): minimum -23.507 J/cm3 at 29.78 uC/cm2
true curve (1, 1, 1): minimum -23.346 J/cm3 at 29.71 uC/cm2
true curve (1, 1, 3): minimum -25.123 J/cm3 at 31.17 uC/cm2
ground state, true: P = (8.86, 8.86, 28.55) uC/cm2, f = -25.138 J/cm3
ground state, fit with [113]: P = (8.85, 8.85, 28.54) uC/cm2, f = -25.138 J/cm3
ground state, min-norm 3 axes: P = (0.00, 0.00, 30.00) uC/cm2, f = -24.000 J/cm3
transverse stiffness at p=(1,0,0): true -28.00, min-norm 10.28 J/cm3
field on [113] at p=1: parallel -0.2938, transverse 0.0325 MV/cm
[100] intrinsic switching field 1.248 MV/cm; field at largest p 5.78 MV/cm
tenth-order term -8 J/cm3 * s*N shifts a1112 by -14.41 J/cm3
rough Q = 0.1 m4/C2, C = 200 GPa: strain 0.90 %, elastic energy 8.10 J/cm3
[113] clamped, axes free: a1112 shifts by 36.8 J/cm3
well depth 10.04 meV per cell; kT at 300 K = 25.85 meV
all assertions hold
```
